# Deflated Newton searches for multiple stationary points of a two-dimensional potential

Newton's method for the stationary points of a certain four-well potential, started at $(0.3,\,0.4)$, arrives after 5 iterations at the maximum near $(0.026,\,0.017)$. Restarting it from the same point can only repeat that result. When each iteration instead multiplies the Newton step by one scalar, which for the first step of the second search is $-0.676$, restarts from the same point reach eight further stationary points: four minima and four saddles. The scalar comes from deflation, which divides known roots out of the gradient equation.

## Potential and conventions

Lengths are measured in units of $a$, so $z=(u,v)=(x/a,\,y/a)$, and energies in units of $E_0$. The potential is

$$V/E_0=(u^2-1)^2+b(v^2-1)^2+g\,uv+c\,u+h\,v ,$$

with $b=0.8$, $g=0.2$, $c=0.1$, $h=0.05$. The dimensionless gradient $F$ and Hessian $H$ are

$$F=\begin{pmatrix}4u^3-4u+gv+c\\ 4b(v^3-v)+gu+h\end{pmatrix},\qquad
H=\begin{pmatrix}12u^2-4&g\\ g&b(12v^2-4)\end{pmatrix}.$$

A root is a point with $F=0$. It is a minimum, saddle or maximum according to whether $H$ has zero, one or two negative eigenvalues. Roots are assumed nondegenerate ($\det H\neq0$) unless stated otherwise.

The plain Newton step $d_N=-H^{-1}F$ solves the linearized equation $F+Hd=0$. It does not prefer minima. At the start, $H_{uu}=12(0.09)-4=-2.92$, $H_{vv}=0.8(1.92-4)=-1.664$ and $\det H=4.859-0.040>0$, so $H$ is negative definite. Then $F\cdot d_N=-F^TH^{-1}F>0$: the step points uphill, which agrees with the arrival at the maximum.

## The deflated equation

Let $r_1,\dots,r_k$ be the known roots, $e_i=z-r_i$ and $\rho_i=|e_i|$. Define

$$G(z)=M(z)F(z),\qquad M(z)=\prod_{i=1}^k\left(\rho_i^{-p}+s\right),\qquad p\ge1,\; s>0 .$$

At an unknown root $M$ is finite and positive, so $G=0$ there too. The Jacobian of $G$ is

$$J_G=MH+F(\nabla M)^T ,$$

and where $F=0$ it reduces to $MH$, which is nonsingular. Unknown roots therefore survive as regular roots, and no new ones appear, since $M>0$.

Near a known root $r$, write $e=z-r=\rho\hat e$. Then $F=He+O(\rho^2)$, and $M=C\rho^{-p}(1+s\rho^p)$, where $C$ is the product of the other factors. Hence

$$|G|\simeq C\,|H\hat e|\,\rho^{1-p}.$$

For $p=1$ this tends to a positive value that depends on the direction of approach; for $p>1$ it diverges. With one deflated root and $\rho=10^{-5}$, the computed values are $7.848$ for $p=1$ and $7.848\times10^5$ for $p=2$. Their ratio is $1/\rho$, as the formula requires.

## The step is a rescaled Newton step

Let $m=\nabla\ln M=\nabla M/M$. Dividing $J_Gd=-MF$ by $M$ gives

$$Hd+F\,(m\cdot d)=-F .$$

Moving the second term to the right and multiplying by $H^{-1}$ gives

$$d=-(1+m\cdot d)\,H^{-1}F=(1+m\cdot d)\,d_N .$$

The unknown number $q=m\cdot d$ follows from the scalar product with $m$: $q=(1+q)\,m\cdot d_N$, so $q=m\cdot d_N/(1-m\cdot d_N)$. Therefore

$$\boxed{\,d=t\,d_N,\qquad t=\frac{1}{1-m\cdot d_N}\,}$$

Deflation changes the length and possibly the sign of the Newton step, never its line. Compared with a direct solution using the full Jacobian of $G$, at 20 random points and for $p=1,2,3$, the largest relative difference was $3\times10^{-14}$.

For $m$, use $\nabla\rho_i^{-p}=-p\,\rho_i^{-p-2}e_i$ and divide by each factor:

$$m=-p\sum_{i=1}^k\frac{e_i}{\rho_i^2\,(1+s\rho_i^p)} .$$

**The first deflated step.** The second search starts at $(0.3,0.4)$ with the maximum deflated, $p=2$ and $s=1$. Here $F=(-0.9120,-0.9652)$ and $d_N=(-0.3550,-0.6227)$. The vector from the known root is $e=(0.27412,\,0.38275)$, with $\rho^2=0.22164$, so

$$m=-\frac{2e}{0.22164\times1.22164}=(-2.025,\,-2.827).$$

Then $m\cdot d_N=0.719+1.760=2.479$ and $t=1/(1-2.479)=-0.676$. The deflated step is $(0.2400,\,0.4210)$. It points away from the maximum, and the search ends 15 iterations after its start at a minimum.

**A form without division by $\det H$.** In two dimensions put $A=(H_{vv}F_u-gF_v,\;H_{uu}F_v-gF_u)$, so that $d_N=-A/\det H$. Substitution gives

$$d=-\frac{A}{\det H+m\cdot A} .$$

When $\det H\to0$ the plain step diverges, but this one stays finite if $m\cdot A\ne0$. It diverges instead where $\det H+m\cdot A=0$, which is where $J_G$ is singular.

## Behaviour near roots

**Known roots.** Close to a known root, $d_N=-e+O(\rho^2)$ and $m=-pe/\rho^2$ to leading order, so $m\cdot d_N\to p$ and $t\to1/(1-p)$. The new error is

$$e'=e+t\,d_N\simeq\left(1-\frac1{1-p}\right)e=\frac{p}{p-1}\,e .$$

The distance doubles for $p=2$ and grows by $3/2$ for $p=3$; the computed multipliers are $2.0000$ and $1.5000$. Since the factor exceeds one for every $p>1$, no sequence of steps can converge to the known root.

The case $p=1$ needs the next order. There $m\cdot d_N=1+O(\rho)$, so $|1-m\cdot d_N|\le K\rho$ for some constant $K$, while $|d_N|\ge\rho/2$ close enough to the root. Hence $|d|\ge1/(2K)$: the step does not shrink with $\rho$, and the iterate is thrown out of any sufficiently small neighbourhood.

For $p<1/2$ the multiplier has magnitude below one and the known root attracts again. At $p=0.25$, computed with $s=0$, it is $-0.3333$. For $1/2<p<1$ the root repels although $|G|$ vanishes there. The condition $p\ge1$ secures both properties.

**Unknown roots.** Now let $e$ be the distance vector from an unknown root. Write $d_N=-e+n$, where $n=O(|e|^2)$ is the error that plain Newton leaves. Since $m$ is finite there, $t=1-m\cdot e+O(|e|^2)$, and

$$e'=e+d_N+(t-1)d_N=n+(m\cdot e)\,e+O(|e|^3).$$

Convergence remains quadratic, with one extra term. If a known root lies at a small distance $\delta$, then $|m|\approx p/\delta$, and for $e$ along $m$ the extra term has size $p|e|^2/\delta$. The plain Newton error $n$ can be equally large, so the two must be added. A one-dimensional example is $F\propto x(x-\delta)$ with the root $x=0$ deflated. With $e=x-\delta$ and small $\delta$, $n\approx e^2/\delta$ and $m\approx-p/\delta$, hence $e'\approx(1-p)\,e^2/\delta$. For $p=2$ convergence is fast only for $|e|\ll\delta$, as in plain Newton. For $p=1$ the two terms cancel at this order, because the factor $x$ has been divided out.

**Degenerate roots.** In one dimension let $F\propto e^q$ near a known root. Then $d_N=-e/q$, $m\cdot d_N=p/q$ and $t=q/(q-p)$, so

$$e'=\left(1-\frac{1}{q-p}\right)e .$$

For a double root, $q=2$, the choice $p=1$ gives multiplier zero: one factor has been removed and a simple root is left, to which Newton converges again. The choice $p=3$ gives multiplier 2 and repels. A small $|\det H|$ at a found root is therefore a warning.

## Why the iterates wander, and why they return

Take a linear force $F=He$ whose single root is already deflated, with $p=2$. Here $d_N=-e$ holds at all distances, and

$$m\cdot d_N=\frac{2}{1+s\rho^2},\qquad t=\frac{s\rho^2+1}{s\rho^2-1},\qquad e'=(1-t)e=\frac{2e}{1-s\rho^2}.$$

For $s=1$, let $\xi=\tan\theta$ be the signed coordinate along the line of $e$. Then $\xi'=2\xi/(1-\xi^2)=\tan2\theta$. Each iteration doubles the angle, so a small difference in $\theta$ also doubles, and near $\xi=\pm1$ the jump is arbitrarily long. The iterates cannot settle, because no root is left.

This model also shows what $s$ does: it sets the length $s^{-1/2}$ at which the step changes sign. In the four-well potential the force is nonlinear, and an iterate can leave the line and enter the region of an unknown root. That this angle doubling causes the irregular iteration counts, from 6 to 40 in the deflated searches, is a plausible reading, not a derived result.

Far from all roots the quartic terms dominate. The leading part of $F$ is cubic, so Euler's theorem for homogeneous functions gives $Hz=3F$ and $d_N=-z/3$, for directions off the coordinate axes, where the leading Hessian is nonsingular. There are two cases.

- For $s>0$, $m\cdot d_N$ falls off as $|z|^{-p}$, so $t\to1$ and $z'=2z/3$. A jump to distance $10^6$ is undone in about $\ln10^6/\ln1.5\approx34$ iterations.
- For $s=0$, $m\simeq-pkz/|z|^2$, so $m\cdot d_N=pk/3$, $t=3/(3-pk)$ and $z'=\left[1-1/(3-pk)\right]z$. Once $pk>3$ the factor exceeds one and the iterates run to infinity; for $5/2<pk<3$ it lies below $-1$ and they escape with alternating sign.

With two known roots and $p=2$, the computed ratios at distance $10^4$ are $0.6667$ for $s=1$ and $2.0001$ for $s=0$.

A survey used 100 random starts in the square $|u|,|v|<1.5$, with at most 300 iterations per search. At $p=2$, $s=1$ all nine roots were found from every start. With $s=0$ and all else unchanged, the mean was 2.52 roots and no start gave all nine. This fits the outward escape that sets in at $k=2$. With $p=1$, $s=1$ the search was again complete from all 100 starts. These counts hold for this potential and these starts. With $p=1$, about one in a hundred other random starts ends with an incomplete list at the same limit, and nothing is guaranteed for another potential.

## Pseudocode

```
known = []
repeat
    z = start;  success = false
    for n = 0 .. limit
        compute F, H at z
        if |F| < tol and z is not a known root:
            success = true; leave loop
        m = -p * sum( e_i / (rho_i^2 (1 + s rho_i^p)) )
        A = (Hvv*Fu - Huv*Fv, Huu*Fv - Huv*Fu)
        D = det(H) + m.A
        if D = 0 or z is out of range: leave loop
        z = z - A/D
    if not success: stop
    classify z by the eigenvalue signs of H
    append z to known
```

Convergence must be judged on $|F|$. With $s=0$ and $pk>3$, $|G|$ tends to zero at infinity, where there is no root; with $s>0$ its scale still changes with every deflated root. The comparison with known roots guards against an iterate that happens to fall within the tolerance of one. The example ran without this guard, and its nine roots were distinct.

## Cost

Each iteration needs one gradient, one Hessian and one linear solution, as in plain Newton. The sum for $m$ adds work proportional to $k$. In $n$ dimensions the scaling formula holds unchanged, since its derivation did not use $n=2$; a dense solution then costs of order $n^3$ and the deflation of order $nk$.

The nine successful searches took $5+15+8+15+6+7+18+9+40=123$ iterations. The tenth found nothing within its limit of 2000. The unsuccessful last search can thus dominate the cost, and the limit is a real tuning parameter.

## Completeness and failure modes

**No convergence is not a proof.** A failed search may mean that no root is left, or that the iterates have not met the right region. Here an independent count is available. For $g\neq0$, $F_u=0$ gives

$$v=-\frac{4u^3-4u+c}{g},$$

and insertion into $F_v=0$ gives a polynomial of degree nine in $u$. Each real root $u$ fixes one $v$. All nine roots are real, so the nine points found are the complete set.

A weaker check needs no elimination. On a large circle $F$ points outward, so it turns once as the circle is traversed. Minima and maxima each contribute $+1$ to this turning number and saddles $-1$, so their sum must be 1. Here $4+1-4=1$. A list that violates this is incomplete; one that satisfies it may still be.

**Symmetry lines.** Set $g=c=h=0$ and start with $v=0$. Then $F_v=0$ and $H$ is diagonal, so $d_N$ has no $v$ component. Since $d$ is parallel to $d_N$, every iterate keeps $v=0$, whatever has been deflated. The start $(0.4,0)$ finds 3 roots, all that lie on the line; $(0.4,0.3)$ finds 9. The remedy is a start off the symmetry lines.

**Continuous symmetry.** If $V$ is unchanged by a continuous displacement, as for the rigid translation of a free cluster, roots form curves and $H$ is singular on them. Deflating one point leaves its neighbours as roots. Such motions must be removed first.

**Choice of length unit.** Plain Newton is unaffected by a linear change of coordinates, but $\rho_i$ is not. Coordinates of different kinds should be scaled to comparable ranges, and $s$ carries the unit of length to the power $-p$.

## From roots to hopping barriers

Let $E_0=1$ eV and $a=0.25$ nm, which puts neighbouring wells about 0.5 nm apart. These are round values in the rough regime of an O$_2$ molecule moving between voids of silica glass during dry oxidation, at 1273 K.

A saddle is useful for kinetics once its two minima are known. They were found by following the downhill gradient flow from both sides of each saddle. With the roots numbered in order of discovery, the links form a ring, 3–5–2–6–3. The deepest well is minimum 3, at $-0.2573$ eV. Its lower exit is saddle 9, at $0.7030$ eV, which leads to minimum 6. The barrier is

$$\Delta E=0.7030-(-0.2573)=0.960\ \text{eV}\quad(92.7\ \text{kJ/mol}).$$

The other exit, saddle 4, costs 1.318 eV. Saddle 9 was the last root found, after 40 iterations: order of discovery says nothing about kinetic importance, and a search stopped at eight roots would have missed this path. The order and the counts belong to this exact start: shifting it by $10^{-4}$ in $u$ makes minimum 6 the last root found.

In transition-state theory the classical hop rate is the one-way thermal flux through a line at the saddle, divided by the population integral of the well. Every crossing is counted as a completed hop. For mass $\mu$ the mean one-way speed factor is $\sqrt{k_BT/2\pi\mu}$. In the harmonic approximation the line integral is $\sqrt{2\pi k_BT/\mu}\,/\omega_s$ times $e^{-\Delta E/k_BT}$, and the well integral is $2\pi k_BT/(\mu\,\omega_1\omega_2)$. Here $\omega_1,\omega_2$ are the well frequencies and $\omega_s$ is the stable frequency at the saddle. The product is

$$\Gamma=\frac{\omega_1\omega_2}{2\pi\omega_s}\,e^{-\Delta E/k_BT}.$$

For a mass of 32 u the prefactor is 3.00 THz. With $k_BT=0.1097$ eV the exponent is $-8.75$, and $\Gamma\approx4.7\times10^8$ s$^{-1}$.

The static and quantum corrections to this formula are small. The full classical integrals lower the rate by 2.2%. The Wigner tunnelling factor is 1.0002. The zero-point energies lower the barrier by 6 meV, but putting this alone into the exponent would overstate the effect: for $\hbar\omega\ll k_BT$ the quantum partition function of an oscillator differs from the classical one only at second order in $\hbar\omega/k_BT$.

The omitted surroundings matter more. A crossing is a completed hop only if the molecule then loses energy in the new well. In the closed, undamped model it usually crosses back soon, so the formula does not give a rate of lasting hops; with weak damping the rate stays below the formula. Stronger damping lowers the rate in another way, by slowing the passage over the barrier. With damping rate $\gamma$, motion on top of the barrier grows as $e^{\lambda\tau}$ in time $\tau$, where $\lambda^2+\gamma\lambda-\omega_b^2=0$ and $\omega_b$ is the barrier frequency. The Kramers factor $\lambda/\omega_b$ is 0.618 if $\gamma=\omega_b$, an assumed strength. A third coordinate whose stiffness differs by a factor of 2 between well and saddle changes the rate by $\sqrt2$.

In real silica the activation energy for O$_2$ transport is roughly 1 eV, so the barrier used here has a realistic size. The well energies, however, follow from round coefficients and not from a glass structure, and four closed-in wells cannot describe long-range diffusion. Real glass also breaks the assumption of one fixed potential: voids differ, and the network relaxes around the molecule. A barrier shift of 0.1 eV, assumed here for illustration, changes the rate by a factor of 2.5, the largest of the effects sized here. The reduction under weak damping has not been sized and can be larger, since the rate of lasting hops vanishes as $\gamma\to0$. Molecular rotation is left out and has not been sized. The rate thus illustrates the method and is not a prediction for silica, even though the stationary points of the model are known to many digits. The numerical output lists all roots and barriers.

## Calculated quantities

```
E0 = 1.00 eV, a = 0.25 nm, T = 1273 K, mass = 32 u
coefficients b, g, c, h = 0.8 0.2 0.1 0.05
start u, v = 0.3, 0.4 (dimensionless); p = 2, s = 1
real stationary points from elimination: 9
largest relative step-formula error: 3.0e-14
First step of second search (dimensionless):
 F = (-0.9120, -0.9652)
 Newton step = (-0.3550, -0.6227)
 m = (-2.0248, -2.8272), t = -0.6760
 deflated step = (0.2400, 0.4210)
roots found from this start: 9; limit 2000 iterations per search
no.  u  v  energy(eV)  type  iterations
 1  0.02588  0.01725  1.8017  maximum  5
 2  1.01317  -1.03735  -0.1554  minimum  15
 3  -1.03611  1.02372  -0.2573  minimum  8
 4  0.07490  0.98969  1.0609  saddle  15
 5  0.96129  0.95975  0.3394  minimum  6
 6  -0.98788  -0.97609  0.0476  minimum  7
 7  0.98523  0.07767  0.9089  saddle  18
 8  -0.02536  -1.00695  0.9511  saddle  9
 9  -1.01112  -0.04768  0.7030  saddle  40
saddle: joined minima, barrier from each (eV)
 4: 5, 3; 0.7216, 1.3183
 7: 5, 2; 0.5696, 1.0644
 8: 2, 6; 1.1065, 0.9035
 9: 3, 6; 0.9603, 0.6554
error multiplier at known root, p=0.25(s=0),2,3: -0.3333 2.0000 1.5000
|G| at distance 1e-5 from known root: p=1 7.848, p=2 7.848e+05
far-field ratio, two known roots: s=0 2.0001, s=1 0.6667
Survey: 100 random starts, 300 iterations per search
 p=2, s=1: mean roots 9.00, all nine from 100 starts
 p=1, s=1: mean roots 9.00, all nine from 100 starts
 p=2, s=0: mean roots 2.52, all nine from 0 starts
symmetric potential (g=c=h=0): start (0.4,0) finds 3 roots
symmetric potential (g=c=h=0): start (0.4,0.3) finds 9 roots
hop: minimum 3 over saddle 9
hop barrier = 0.9603 eV = 92.66 kJ/mol
kT = 0.1097 eV, barrier/kT = 8.75
harmonic prefactor = 2.999 THz, hop rate = 4.733e+08 1/s
anharmonic/harmonic rate at T = 0.9780; at 100 K = 0.9987
Wigner tunnelling factor = 1.00023
zero-point barrier change = -6.22 meV
friction factor (damping = barrier frequency) = 0.618
factor for third-coordinate stiffness ratio 2 = 1.414
rate factor for a 0.1 eV barrier shift = 2.49
```
